# The Static Bethe-Salpeter Hamiltonian and Its Singlet and Triplet Kernels, part 2

The problem is to find the excitation energies $\omega$ of an electron-hole pair, and their separation by spin, from the linear response of the density matrix $\rho_{pq}=\langle c_q^\dagger c_p\rangle$. Here $\hbar=1$, and $x=(\mathbf r,\sigma)$ combines position and spin. Orbitals $\phi_i,\phi_j$ are occupied and $\phi_a,\phi_b$ empty, with quasiparticle energies $\varepsilon_p$ and occupations $f_p=1$ or 0. With bare interaction $v$,

$$
(pq|v|rs)=\iint\phi_p^*(x)\phi_q(x)\,v(\mathbf r,\mathbf r')\,
\phi_r^*(x')\phi_s(x')\,dx\,dx',
$$

and likewise with the screened $W=v+W_p$. The occupied-empty blocks obey

$$
(\omega-\varepsilon_p+\varepsilon_q)\,\delta\rho_{pq}
=(f_q-f_p)F_{pq},
$$

where $F$ is the source plus the changes of the Hartree potential and self-energy. Without a source, $X_{ai}=\delta\rho_{ai}$ and $Y_{ia}=\delta\rho_{ia}$ satisfy

$$
\begin{pmatrix}A&B\\-B^*&-A^*\end{pmatrix}
\begin{pmatrix}X\\Y\end{pmatrix}
=\omega\begin{pmatrix}X\\Y\end{pmatrix},
$$

$$
\begin{aligned}
A_{ai,bj}&=(\varepsilon_a-\varepsilon_i)\delta_{ab}\delta_{ij}
+(ai|v|jb)-(ab|W|ji),\\
B_{ai,jb}&=(ai|v|bj)-(aj|W|bi).
\end{aligned}
$$

For a spin matrix $R=s\,\mathbf 1+\mathbf t\cdot\boldsymbol\sigma$, with Pauli matrices $\boldsymbol\sigma$, spin rotation requires the kernel to have the form

$$
\mathcal K(R)=\alpha\,(\operatorname{Tr}R)\,\mathbf 1+\beta R .
$$

The $GW$ self-energy is $\Sigma(1,2)=iG(1,2)W(1,2)$, with $G$ the one-particle Green function. Its static form, COHSEX, contains screened exchange and the Coulomb hole:

$$
\Sigma(x,x')=-W(\mathbf r,\mathbf r')\rho(x,x')
+\tfrac12W_p(\mathbf r,\mathbf r)\,\delta(x-x').
$$

Screening modes of energy $\Omega_m$ and coupling functions $w_m(\mathbf r)$ give

$$
W_p(\mathbf r,\mathbf r';\tau)=-i\sum_m w_m(\mathbf r)w_m(\mathbf r')e^{-i\Omega_m|\tau|},
\qquad
W_p(\omega=0)=-2\sum_m\frac{w_mw_m}{\Omega_m}.
$$

If a pair of energy $E$ exchanges one quantum and the intermediate pair is treated as free, the scattering is

$$
-w_{ab}w_{ji}\left[
\frac1{E-(\varepsilon_a-\varepsilon_j)-\Omega}
+\frac1{E-(\varepsilon_b-\varepsilon_i)-\Omega}\right].
$$

The free-pair condition, that the detunings $E-(\varepsilon_a-\varepsilon_j)$ and $E-(\varepsilon_b-\varepsilon_i)$ are small beside $\Omega$, gives the static $-W_p$. It is sufficient but not necessary: if the bound pair persists during the exchange, its binding energy cancels from the denominators.

## Spin channels and a calculation for water

The symbols needed from the first half are these. Orbitals $i,j$ are occupied and $a,b$ empty, with quasiparticle energies $\varepsilon$. The bare interaction is $v$, the static screened one is $W$, and $W_p=W-v$. The change of the density matrix, $\delta\rho_{pq}$, has the blocks $X_{ai}$ and $Y_{ia}$, which obey the eigenvalue problem with matrices $A$ and $B$. The Tamm-Dancoff approximation keeps $A$ alone. In spin orbitals the interaction kernel acts as

$$
(K\delta\rho)_{pq}=\sum_{rs}\big[(pq|v|sr)-(pr|W|sq)\big]\delta\rho_{rs}.
$$

Now let the ground state be a closed shell, without spin-orbit coupling, and let $W$ be independent of spin. Each spatial orbital then serves both spins with the same energy. From here on $p,q,r,s$ label spatial orbitals, and the spin labels are collected in the $2\times2$ matrix $R_{pq}$, with elements $(R_{pq})_{\sigma\tau}=\delta\rho_{p\sigma,q\tau}$.

In the Hartree term, the distribution $pq$ is nonzero only if $\sigma=\tau$. The distribution $sr$ likewise requires equal spins, and both spin directions contribute. This produces a unit matrix and a trace. In the exchange term, $p$ is paired with $r$ and $s$ with $q$, so the row spin and the column spin are both passed on unchanged. Hence

$$
(KR)_{pq}=\sum_{rs}\Big[(pq|v|sr)\,(\operatorname{Tr}R_{rs})\,\mathbf 1
-(pr|W|sq)\,R_{rs}\Big].
$$

This has the form required by spin rotation, with $\alpha=v$ and $\beta=-W$. Insert $R_{rs}=s_{rs}\mathbf 1+\mathbf t_{rs}\cdot\boldsymbol\sigma$ and compare the coefficients of $\mathbf 1$ and $\boldsymbol\sigma$:

$$
\begin{aligned}
(Ks)_{pq}&=\sum_{rs}\big[2(pq|v|sr)-(pr|W|sq)\big]s_{rs},\\
(K\mathbf t)_{pq}&=-\sum_{rs}(pr|W|sq)\,\mathbf t_{rs}.
\end{aligned}
$$

The scalar channel carries $2v-W$, and each of the three vector components carries $-W$. Nothing in this step depended on which of $p,q$ was occupied. The result therefore applies to $A$ and to $B$, and it does not rest on the Tamm-Dancoff approximation. With $g=2$ for the scalar and $g=0$ for the vector, the spatial matrices are

$$
\begin{aligned}
A_{ai,bj}&=(\varepsilon_a-\varepsilon_i)\delta_{ab}\delta_{ij}
+g\,(ai|v|jb)-(ab|W|ji),\\
B_{ai,jb}&=g\,(ai|v|bj)-(aj|W|bi).
\end{aligned}
$$

The same result can be read from explicit spin components. In the basis of an up-up and a down-down pair, the interaction in $A$ is

$$
\begin{pmatrix}v-W&v\\v&v-W\end{pmatrix},
$$

where each entry is a matrix in the orbital indices. The combination $(1,1)/\sqrt2$ receives $2v-W$, and $(1,-1)/\sqrt2$ receives $-W$. A spin-flip pair has different spins in its electron and hole orbitals. Its transition density vanishes after the spin sum, so $v$ drops out and $-W$ remains.

It must still be shown that the plus combination is the singlet. Define $S_+=\sum_p c_{p\uparrow}^\dagger c_{p\downarrow}$ and $S_-=S_+^\dagger$, for which $S^2=S_-S_++S_z(S_z+1)$. The anticommutation rules give

$$
[S_+,c_{a\downarrow}^\dagger]=c_{a\uparrow}^\dagger,\qquad
[S_+,c_{i\uparrow}]=-c_{i\downarrow},
$$

while $S_+$ commutes with $c_{a\uparrow}^\dagger$ and $c_{i\downarrow}$. The minus sign arises from moving an annihilation operator past a creation operator. The closed-shell determinant $|0\rangle$ satisfies $S_+|0\rangle=0$. Let $|\sigma\tau\rangle=c_{a\sigma}^\dagger c_{i\tau}|0\rangle$. Then

$$
S_+|\!\uparrow\uparrow\rangle=-|\!\uparrow\downarrow\rangle,\qquad
S_+|\!\downarrow\downarrow\rangle=+|\!\uparrow\downarrow\rangle .
$$

The sum of the two states is annihilated by $S_+$. It has $S_z=0$, so $S^2=0$: it is a singlet. For the difference $|D\rangle=(|\!\uparrow\uparrow\rangle-|\!\downarrow\downarrow\rangle)/\sqrt2$, one finds $S_+|D\rangle=-\sqrt2\,|\!\uparrow\downarrow\rangle$. The corresponding lowering rules are $[S_-,c_{a\uparrow}^\dagger]=c_{a\downarrow}^\dagger$ and $[S_-,c_{i\downarrow}]=-c_{i\uparrow}$. They give $S_-|\!\uparrow\downarrow\rangle=|\!\downarrow\downarrow\rangle-|\!\uparrow\uparrow\rangle=-\sqrt2|D\rangle$. Therefore $S^2|D\rangle=2|D\rangle$, the value $S(S+1)$ for $S=1$.

The state $|\!\uparrow\downarrow\rangle$ has $S_z=1$ and is annihilated by $S_+$, so it also has $S^2=2$. For $|\!\downarrow\uparrow\rangle$, with $S_z=-1$, the term $S_z(S_z+1)$ vanishes. Here $S_+|\!\downarrow\uparrow\rangle=\sqrt2|D\rangle$ and $S_-|D\rangle=\sqrt2|\!\downarrow\uparrow\rangle$, so $S^2=2$ again. These are the three triplets. The sign differs from that of the familiar two-electron singlet because the second label here is the spin of the electron removed. Removing an up electron leaves a hole with spin projection $-\tfrac12$.

The bare exchange also fixes an ordering of the levels. For any amplitude $X$, define the transition density $P(\mathbf r)=\sum_{bj}X_{bj}\phi_j^*(\mathbf r)\phi_b(\mathbf r)$. In atomic units its exchange energy is

$$
X^\dagger vX=\iint\frac{P^*(\mathbf r)P(\mathbf r')}{|\mathbf r-\mathbf r'|}
\,d^3r\,d^3r'
=\int\frac{d^3k}{(2\pi)^3}\frac{4\pi}{k^2}|P(\mathbf k)|^2\ge0 .
$$

In the Tamm-Dancoff approximation the singlet Hamiltonian is the triplet one plus the nonnegative matrix $2v$. By the variational principle for ordered eigenvalues, the $n$th singlet cannot lie below the $n$th triplet when both use the same $\varepsilon$ and $W$. If electron and hole occupy separate regions, $P$ tends to zero. The splitting then disappears, although the attraction $-W$ can remain.

A spin-independent dipole operator takes the trace over spin, so triplets have no dipole amplitude. A normalized singlet has $X_{ai}/\sqrt2$ in each of its two spin components. Its amplitude is $\sqrt2\sum_{ai}\mathbf d_{ia}X_{ai}$, where $\mathbf d_{ia}$ is the spatial dipole element. Spin-orbit coupling can mix the channels and remove this selection rule. In an open-shell ground state the spin separation itself fails in general, because the reference may select a spin direction.

Two limits connect the result to other methods. With $W=v$ and Hartree-Fock energies, $A$ is the Hamiltonian of configuration interaction with single excitations, and the problem with $B$ is time-dependent Hartree-Fock. With $W$ omitted from the kernel, the singlets obey the random-phase approximation (RPA) with kernel $2v$, while the triplets reduce to free pairs.

Water provides a calculation with all the ingredients. The molecule has O-H distances of 0.96 Å and an angle of 104.5°. The 6-31G basis gives 13 spatial orbitals, 5 of them occupied, and hence $5\times8=40$ spatial pairs. The orbitals come from Hartree-Fock theory and are real. The basis is small and has no diffuse functions, so the numbers below illustrate this model and are not a converged spectrum. The same calculation in aug-cc-pVTZ moves the gap from 17.76 to 15.31 eV, the lowest Tamm-Dancoff singlet from 9.00 to 9.82 eV, the triplet from 8.15 to 9.35 eV and their splitting from 0.85 to 0.48 eV. The singlet's oscillator strength goes from 0.014 to 0.055, the weight of its dominant pair from 0.996 to 0.71, the ionization threshold from 12.38 to 14.66 eV and the binding below that threshold from 3.4 to 4.8 eV.

The static $W$ follows from the same response equation. Apply a static, spin-independent potential $u$, and keep only the Hartree feedback. For real orbitals the two blocks are equal, $\delta\rho_{ai}=\delta\rho_{ia}=x_{ia}$ per spin. Two spins and two blocks give an induced potential $4vx$. At $\omega=0$,

$$
-\Delta x=u+4vx,\qquad x=-(\Delta+4v)^{-1}u,
$$

where $\Delta$ is the diagonal matrix of Hartree-Fock energy differences. Taking $u$ to be the potential of a charge distribution $rs$ and adding the induced potential on $pq$ gives

$$
(pq|W|rs)=(pq|v|rs)-4\sum_{ia,jb}(pq|v|ia)
\big[(\Delta+4v)^{-1}\big]_{ia,jb}(jb|v|rs).
$$

The quasiparticle energies use the diagonal elements of the COHSEX self-energy. Its Fock part is already in the Hartree-Fock energies. The additional screened exchange is $-\sum_i(pi|W_p|ip)$, and the Coulomb hole is $\tfrac12\sum_q(pq|W_p|qp)$ over all orbitals. Their sum is

$$
\delta\varepsilon_p=\tfrac12\sum_a(pa|W_p|ap)-\tfrac12\sum_i(pi|W_p|ip).
$$

The sum over $q$ replaces the delta function in the Coulomb hole by its projection on the orbital basis. The two agree only in a complete basis. In 6-31G the difference matters: the local form $\tfrac12W_p(\mathbf r,\mathbf r)$ would give a gap of 18.54 eV, about 0.8 eV more than the value below. The projected form is used throughout.

The highest occupied orbital, $H$, moves from $-13.639$ to $-12.380$ eV. The lowest empty one, $L$, moves from 5.527 to 5.374 eV. The gap becomes

$$
19.167-1.259-0.153=17.755\ \text{eV}.
$$

For the single pair $H\to L$, the direct integral is 10.073 eV with bare $v$ and 9.343 eV with $W$, so screening removes 0.73 eV of the attraction, about 7%. The exchange integral is $(HL|v|HL)=0.347$ eV. If this pair is kept alone, the two spin energies are

$$
\begin{aligned}
E_{\text{singlet}}&=17.755+2(0.347)-9.343=9.106\ \text{eV},\\
E_{\text{triplet}}&=17.755-9.343\approx8.41\ \text{eV}.
\end{aligned}
$$

Diagonalizing $A$ among all 40 pairs lowers them to 9.002 and 8.149 eV. The pair $H\to L$ still has weights of 0.996 and 0.990. The expectation values of the three parts of $A$ give

$$
\begin{aligned}
9.002&=17.869+0.793-9.660\ \text{eV},\\
8.149&=18.051+0-9.902\ \text{eV}.
\end{aligned}
$$

The splitting is 0.853 eV, larger than the one-pair value of about 0.69 eV. It also differs from the singlet's exchange part, because the two states have different amplitudes. Relative to the single pair, mixing raises the mean pair energy of the triplet by 0.30 eV and strengthens its attraction by 0.56 eV. For the singlet the corresponding changes are 0.11 and 0.32 eV, and its exchange energy rises by 0.10 eV. The triplet gains more from mixing. The oscillator strength, defined in atomic units as $\tfrac23E$ times the squared dipole amplitude given above, is 0.014 for the lowest singlet.

Restoring $B$ gives 8.979 eV for the singlet and 8.122 eV for the triplet. The Tamm-Dancoff approximation thus raises these two energies by 0.02 to 0.03 eV relative to the full problem with the same static kernel. Using bare $v$ throughout, with Hartree-Fock energies, gives 9.395 and 8.434 eV in the Tamm-Dancoff approximation. In this basis screening lowers the gap by 1.41 eV, but these two energies fall by only 0.39 and 0.29 eV. Even the sign of the gap change depends on the basis: the same COHSEX correction lowers the gap by 0.44 eV in aug-cc-pVDZ and raises it by 0.63 eV in aug-cc-pVTZ. For the pair $H\to L$ alone, the weaker attraction reduces the fall to $1.41-0.73=0.68$ eV. The rest comes from mixing. With bare $v$ the one-pair energies are $19.167+2(0.347)-10.073=9.788$ eV and $19.167-10.073=9.094$ eV, so mixing lowers them by 0.39 and 0.66 eV, against 0.10 and 0.26 eV in the screened problem.

The singlet lies 8.75 eV below the COHSEX gap. This number depends on an empty level at positive energy, which in a finite basis is a discrete representative of the unbound continuum. Measured from the ionization threshold $-\varepsilon_H=12.38$ eV, the singlet is bound by 3.38 eV.

The larger number, however, is the detuning from the free pair that dominates the state, and it is the one to compare with the screening energies in the free-pair condition. The lowest RPA screening energy is 19.79 eV, so the largest ratio that any mode can have is $8.75/19.79=0.44$, which is not small. The diagonal term contains $w_{HH}w_{LL}$, so only modes with the full symmetry of the molecule enter it. The lowest mode is not among them. The first that contributes lies at 21.69 eV, and higher modes have smaller ratios. In the one-quantum expression of the first half, a mode of energy $\Omega_m$ has its share of the screening multiplied by $\Omega_m/(\Omega_m+8.75\ \text{eV})$, which would be $19.79/(19.79+8.75)=0.69$ at the lowest mode energy. Applied to the whole 0.73 eV of screening, that factor would change the attraction by about 0.2 eV. This overstates the effect, because higher modes are reduced less. Applying the factor mode by mode to the terms $2w^m_{HH}w^m_{LL}/\Omega_m$ removes 0.08 eV of the screening, about 11%. This is what the free-pair expression gives, and it should not be added as a correction. The state consists almost entirely of the pair $H\to L$, which still feels its attraction while a screening quantum is present, so much of the detuning cancels.

The quasiparticle energies show the effect of frequency dependence directly. Transforming $iG(\tau)W_p(\tau)$ to frequency gives the dynamic correlation self-energy

$$
\Sigma^c_p(\omega)=\sum_m\left[
\sum_i\frac{|w^m_{pi}|^2}{\omega-\varepsilon_i+\Omega_m}
+\sum_a\frac{|w^m_{pa}|^2}{\omega-\varepsilon_a-\Omega_m}\right],
$$

with Hartree-Fock energies in the denominators and the spin sum included in the modes. Neglecting $\omega-\varepsilon$ beside $\Omega_m$ recovers $\delta\varepsilon_p$. At the Hartree-Fock energies, the dynamic values are 1.666 eV for $H$ and $-0.192$ eV for $L$, against static values of 1.259 and $-0.153$ eV. For $H$, retaining the energy differences reduces the magnitude of every term except the one with $i=H$, which is unchanged. The net value can rise because the occupied terms are positive and the empty ones negative, and the negative sum loses more.

Used directly as shifts, without solving the quasiparticle equation at the shifted energies, the dynamic values would narrow the gap by 1.86 eV instead of 1.41 eV. The difference is 0.45 eV, or 0.37 eV once the quasiparticle equation is solved, and the latter grows to about 1.7 eV in aug-cc-pVTZ. With linearized dynamic quasiparticle energies and the same static kernel, the 6-31G singlet and triplet fall to 8.63 and 7.78 eV while their splitting stays near 0.85 eV. The absolute excitation energies are thus far more sensitive to the choice of quasiparticle energies than the splitting is, although the splitting itself depends on the basis. The numerical check follows the full spin-orbital density matrix in time after a charge kick and after a spin kick. The two signals agree with the kernels $2v-W$ and $-W$, including the coupling matrix $B$.

## Table of computed values

```
O-H distance: 0.96 angstrom
H-O-H angle: 104.5 degrees
Spatial orbitals, occupied, pairs: 13, 5, 40
Hartree-Fock HOMO energy: -13.639 eV
Hartree-Fock LUMO energy: 5.527 eV
Hartree-Fock gap: 19.167 eV
COHSEX HOMO shift: 1.259 eV
COHSEX LUMO shift: -0.153 eV
Dynamic GW HOMO correlation at HF energy: 1.666 eV
Dynamic GW LUMO correlation at HF energy: -0.192 eV
COHSEX HOMO energy: -12.380 eV
COHSEX LUMO energy: 5.374 eV
COHSEX gap: 17.755 eV
HOMO-LUMO bare direct integral: 10.073 eV
HOMO-LUMO screened direct integral W: 9.343 eV
HOMO-LUMO exchange integral v: 0.347 eV
One-pair singlet energy: 9.106 eV
One-pair triplet energy: 8.411 eV
Lowest TDA singlet: 9.002 eV
Lowest TDA triplet: 8.149 eV
TDA singlet-triplet splitting: 0.853 eV
Singlet mean pair-energy part: 17.869 eV
Singlet mean exchange part: 0.793 eV
Singlet mean direct part: -9.660 eV
Triplet mean pair-energy part: 18.051 eV
Triplet mean exchange part: 0.000 eV
Triplet mean direct part: -9.902 eV
Singlet HOMO-LUMO weight: 0.9959 (dimensionless)
Triplet HOMO-LUMO weight: 0.9900 (dimensionless)
Lowest singlet oscillator strength: 0.0143 (dimensionless)
Lowest full-BSE singlet: 8.979 eV
Lowest full-BSE triplet: 8.122 eV
TDA singlet binding relative to COHSEX gap: 8.752 eV
TDA triplet binding relative to COHSEX gap: 9.606 eV
Lowest RPA screening energy: 19.789 eV
Bare-interaction HF TDA singlet: 9.395 eV
Bare-interaction HF TDA triplet: 8.434 eV
S squared, sum state: 0.0 hbar^2
S squared, difference state: 2.0 hbar^2
S squared, flip up state: 2.0 hbar^2
S squared, flip down state: 2.0 hbar^2
Charge-kick maximum signal error: 5.9e-06 atomic units
Spin-kick maximum signal error: 1.6e-05 atomic units
Charge/spin signal contrast: 3.196 atomic units
```
